# Two dipole-coupled Drude oscillators: normal modes, dispersion energy and instability

## Result and model

A Drude oscillator is a mobile charge $q$ of mass $m$ bound harmonically, with frequency $\omega$, to a fixed charge $-q$. It is isotropic if the frequency is the same in all three directions. Take two identical oscillators with their centres a distance $R$ apart, and keep only the dipole-dipole part of their interaction. The interaction energy of the ground state is then

$$
E(R)=\frac{\omega}{2}\left[2\sqrt{1+a}+2\sqrt{1-a}+\sqrt{1+2a}+\sqrt{1-2a}-6\right],\qquad a=\frac{\alpha}{R^3},
\tag{1}
$$

where $\alpha$ is the static polarizability of one oscillator. This is the exact energy of the dipole-coupled model for $R^3>2\alpha$. Its expansion at large distance is

$$
E(R)=-\frac34\,\frac{\alpha^2\omega}{R^6}-\frac{45}{64}\,\frac{\alpha^4\omega}{R^{12}}-\dots
\tag{2}
$$

At $R^3=2\alpha$ one mode loses its restoring force, and at smaller distances the model has no ground state.

Atomic units are used, with $\hbar=1$ and $4\pi\varepsilon_0=1$, so $\omega$ is also an energy. The interaction is taken as instantaneous. The two mobile charges are treated as distinguishable particles, so there is no exchange.

## From the Coulomb energy to the dipole coupling

Put the fixed charges at the origin and at $\mathbf R=R\hat{\mathbf z}$. The mobile charges sit at $\mathbf r_1$ and $\mathbf R+\mathbf r_2$, so $\mathbf r_1$ and $\mathbf r_2$ are displacements from the respective centres. The Coulomb energy between the two oscillators has four terms:

$$
U=q^2\left[\frac1R+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}-\frac1{|\mathbf R+\mathbf r_2|}-\frac1{|\mathbf R-\mathbf r_1|}\right].
\tag{3}
$$

The last three have the form $1/|\mathbf R+\mathbf s|=R^{-1}(1+\epsilon)^{-1/2}$ with $\epsilon=2s_z/R+s^2/R^2$. Inserting $\epsilon$ into $(1+\epsilon)^{-1/2}=1-\frac12\epsilon+\frac38\epsilon^2-\frac5{16}\epsilon^3+\dots$ and sorting by powers of $s$ gives

$$
\frac1{|\mathbf R+\mathbf s|}=\frac1R-\frac{s_z}{R^2}+\frac{3s_z^2-s^2}{2R^3}+\frac{3s_zs^2-5s_z^3}{2R^4}+\dots
\tag{4}
$$

In (3) the zeroth-order terms cancel, because each oscillator is neutral. The first-order terms are proportional to $(z_2-z_1)-z_2+z_1=0$. At second order the squares of a single displacement cancel, and the cross terms of $\mathbf s=\mathbf r_2-\mathbf r_1$ remain. They are $-6z_1z_2$ from $3s_z^2$ and $+2\,\mathbf r_1\cdot\mathbf r_2$ from $-s^2$. Dividing by $2R^3$ gives

$$
V=\frac{q^2}{R^3}\left(x_1x_2+y_1y_2-2z_1z_2\right).
\tag{5}
$$

The model keeps this term and drops all higher ones.

The charge can be replaced by the polarizability. A static field $F$ along $x$ displaces the mobile charge of an isolated oscillator until $qF=m\omega^2x$. The induced dipole is $qx=q^2F/(m\omega^2)$, and it equals $\alpha F$ by definition. Hence

$$
\alpha=\frac{q^2}{m\omega^2},\qquad \frac{q^2}{R^3}=m\omega^2\,\frac{\alpha}{R^3}=m\omega^2a .
\tag{6}
$$

The dimensionless number $a$ is therefore the coupling constant measured against the spring constant $m\omega^2$.

## Normal modes

No term in (5) mixes different Cartesian axes, so the Hamiltonian is a sum of three independent parts. Let $s_1,s_2$ now denote the two displacements along one axis, and $p_1,p_2$ their momenta. That axis contributes

$$
H_c=\frac{p_1^2+p_2^2}{2m}+\frac{m\omega^2}{2}\left(s_1^2+s_2^2\right)+c\,a\,m\omega^2s_1s_2,
\tag{7}
$$

with $c=1$ for $x$ and $y$, and $c=-2$ for $z$. Introduce

$$
u_\pm=\frac{s_1\pm s_2}{\sqrt2},\qquad p_\pm=\frac{p_1\pm p_2}{\sqrt2}.
\tag{8}
$$

These are again canonical pairs: $[u_\pm,p_\pm]=\frac12(i+i)=i$, while $[u_+,p_-]=\frac12(i-i)=0$, and likewise $[u_-,p_+]=0$. Squaring (8) gives $p_1^2+p_2^2=p_+^2+p_-^2$, $s_1^2+s_2^2=u_+^2+u_-^2$ and $s_1s_2=\frac12(u_+^2-u_-^2)$. Equation (7) becomes

$$
H_c=\frac{p_+^2+p_-^2}{2m}+\frac{m\omega^2}{2}\left[(1+ca)u_+^2+(1-ca)u_-^2\right].
\tag{9}
$$

These are two uncoupled oscillators with frequencies

$$
\omega_\pm=\omega\sqrt{1\pm ca}.
\tag{10}
$$

The six modes of the pair are:

- longitudinal, in phase ($z_1=z_2$): $\omega\sqrt{1-2a}$;
- longitudinal, out of phase ($z_1=-z_2$): $\omega\sqrt{1+2a}$;
- transverse, in phase, two modes: $\omega\sqrt{1+a}$;
- transverse, out of phase, two modes: $\omega\sqrt{1-a}$.

The signs follow from electrostatics. Two dipoles pointing the same way along their line of centres attract, which weakens the restoring force of the in-phase longitudinal mode. Side by side, parallel dipoles repel and antiparallel ones attract, so there the out-of-phase modes are softened.

## The interaction energy

For $a<\tfrac12$ all six squared frequencies are positive, and the ground-state energy is half the sum of the frequencies. Two isolated oscillators have six modes of frequency $\omega$ and energy $6\times\omega/2=3\omega$. Subtracting this from the coupled energy gives (1).

The energy is negative for a reason visible in each pair of modes. By (10), $\omega_+^2+\omega_-^2=2\omega^2$ whatever the coupling, so

$$
(\omega_++\omega_-)^2=2\omega^2+2\omega_+\omega_-=2\omega^2\left(1+\sqrt{1-c^2a^2}\right)<4\omega^2 .
\tag{11}
$$

Hence $\omega_++\omega_-<2\omega$: the softened mode loses more zero-point energy than the stiffened one gains. In this model the dispersion attraction is this net loss.

To expand (1), use the binomial series $\sqrt{1+x}=\sum_k\binom{1/2}{k}x^k$, valid for $|x|<1$. Adding the series for $\sqrt{1-x}$ cancels the odd powers and doubles the even ones:

$$
\sqrt{1+x}+\sqrt{1-x}=2+2\sum_{n\ge1}\binom{1/2}{2n}x^{2n}.
\tag{12}
$$

Equation (1) contains this sum twice with $x=a$ and once with $x=2a$. The constants add to $6$ and cancel the $-6$. The prefactor $\omega/2$ cancels the factor 2 in (12), which leaves

$$
E=\omega\sum_{n\ge1}\binom{1/2}{2n}\left(2+4^n\right)a^{2n},\qquad a<\tfrac12 .
\tag{13}
$$

The first two binomial coefficients are

$$
\binom{1/2}{2}=\frac{\frac12\left(-\frac12\right)}{2}=-\frac18,\qquad
\binom{1/2}{4}=\frac{\frac12\left(-\frac12\right)\left(-\frac32\right)\left(-\frac52\right)}{24}=-\frac5{128}.
\tag{14}
$$

The $a^2$ coefficient is therefore $-\frac18\times6=-\frac34$, and the $a^4$ coefficient is $-\frac5{128}\times18=-\frac{45}{64}$. With $a=\alpha/R^3$ this is (2). For the next term, multiply $\binom{1/2}{4}$ by $\left(-\frac72\right)\left(-\frac92\right)/(5\times6)=\frac{21}{40}$. This gives $\binom{1/2}{6}=-\frac{21}{1024}$ and the coefficient $-\frac{21}{1024}\times66=-\frac{693}{512}$ of $a^6$, which belongs to $R^{-18}$.

The numerator of $\binom{1/2}{2n}$ has one positive factor, $\frac12$, and $2n-1$ negative ones. Every term in (13) is thus negative, and cutting the series anywhere underestimates the binding of the model. The weights $2$ and $4^n$ separate transverse from longitudinal modes: the longitudinal pair supplies $4/6$ of the leading term and $16/18$ of the next.

## The leading term from perturbation theory

The $R^{-6}$ term can be found without normal modes. Write each displacement as $s=(b+b^\dagger)/\sqrt{2m\omega}$, where $b^\dagger$ adds one quantum and $b$ removes one. Acting on the uncoupled ground state,

$$
s_1s_2|0,0\rangle=\frac1{2m\omega}|1,1\rangle .
\tag{15}
$$

The first-order energy vanishes because $|1,1\rangle$ is orthogonal to $|0,0\rangle$. At second order one excited state per axis contributes. Its matrix element is $c\,a\,m\omega^2/(2m\omega)=ca\omega/2$ and its excitation energy is $2\omega$. Since $\sum c^2=1+1+4=6$,

$$
E^{(2)}=-\sum_{\text{axes}}\frac{(ca\omega/2)^2}{2\omega}=-\frac{a^2\omega}{8}\times6=-\frac34a^2\omega .
\tag{16}
$$

This agrees with (2). The $R^{-12}$ term is of fourth order in the same coupling.

## The instability

The smallest squared frequency is $\omega^2(1-2a)$, for the in-phase longitudinal mode. It reaches zero at

$$
R_c=(2\alpha)^{1/3}.
\tag{17}
$$

The transverse modes would soften completely only at $a=1$, that is, at the smaller distance $R=\alpha^{1/3}$.

The energy has a finite limit as $R$ decreases to $R_c$. Setting $a=\frac12$ in (1) and using $2\sqrt{1/2}=\sqrt2$,

$$
E(R_c)=\frac\omega2\left[2\sqrt{\tfrac32}+\sqrt2+\sqrt2-6\right]=\omega\left(\sqrt{\tfrac32}+\sqrt2-3\right).
\tag{18}
$$

The force has no finite limit. The singular part of $dE/da$ comes from $\sqrt{1-2a}$ and equals $-\omega/(2\sqrt{1-2a})$. Also $da/dR=-3a/R$, which tends to $-3/(2R_c)$, and close to $R_c$

$$
1-2a=1-\left(\frac{R_c}{R}\right)^3\approx\frac{3(R-R_c)}{R_c}.
\tag{19}
$$

Multiplying the two derivatives gives, to leading order in $R-R_c$,

$$
\frac{dE}{dR}\approx\frac{3\omega}{4R_c}\sqrt{\frac{R_c}{3(R-R_c)}}=\frac{\sqrt3\,\omega}{4R_c}\sqrt{\frac{R_c}{R-R_c}} .
\tag{20}
$$

The slope is positive, so the force is attractive, and it grows as $(R-R_c)^{-1/2}$.

The static response shows the same softening. A uniform field $F$ along $z$ adds $-qF(z_1+z_2)=-\sqrt2\,qFu_+$ to the energy. Balance against the spring constant $m\omega^2(1-2a)$ gives $u_+=\sqrt2\,qF/[m\omega^2(1-2a)]$. The total dipole is $q(z_1+z_2)=\sqrt2\,qu_+$, so the polarizability of the pair along its axis is

$$
\alpha_\parallel=\frac{2q^2}{m\omega^2(1-2a)}=\frac{2\alpha}{1-2a}.
\tag{21}
$$

It tends to $2\alpha$ for distant oscillators and diverges at $R_c$.

For $R<R_c$ a trial state shows that the energy has no lower bound. Take the ground state of the uncoupled oscillators and shift both charges by $d$ along $z$. The shift leaves the kinetic energy unchanged, adds $\frac12m\omega^2d^2$ to each spring energy, and gives $\langle z_1z_2\rangle=d^2$. The transverse coupling averages to zero. Hence

$$
\langle H\rangle=3\omega+m\omega^2d^2-2a\,m\omega^2d^2=3\omega+m\omega^2(1-2a)d^2 .
\tag{22}
$$

For $a>\frac12$ this falls without limit as $d$ grows. At $a=\frac12$ itself, $u_+$ moves as a free particle, so there is no normalizable ground state, and (18) is to be read as a limit.

## What the dipole model leaves out

The unbounded energy comes from cutting the Coulomb series, as a lower bound for the uncut interaction (3) shows. In (3) each mobile charge is attracted by one foreign fixed charge. The kinetic energy of a particle together with an attraction $-q^2/r$ is never below the hydrogen-like ground-state energy $-mq^4/2$. The remaining terms, two repulsions and the springs, are positive. The full Hamiltonian thus cannot fall below $-mq^4$ at any $R>0$.

The cut also matters at large distance. The cubic term of (4) is $g(\mathbf s)/(2R^4)$ with $g=3z(x^2+y^2)-2z^3$. In (3) the parts that depend on one displacement alone cancel again. The mixed parts are

$$
V_4=\frac{q^2}{2R^4}\left[\mathbf r_2\cdot\nabla g(\mathbf r_1)-\mathbf r_1\cdot\nabla g(\mathbf r_2)\right],
\tag{23}
$$

and with $\nabla g=3\,(2xz,\;2yz,\;x^2+y^2-2z^2)$ this reads

$$
V_4=\frac{3q^2}{2R^4}\left[2x_2x_1z_1+2y_2y_1z_1+z_2(x_1^2+y_1^2-2z_1^2)-(1\leftrightarrow2)\right].
\tag{24}
$$

Each term couples a dipole on one oscillator to a quadrupole on the other. Acting on the ground state, the dipole factor creates one quantum. The factors $xz$ and $yz$ create two. So does $x^2+y^2-2z^2$, because its zero-quantum parts cancel as $1+1-2=0$. The excitation energy is $3\omega$ throughout, and the second-order energy is $-\langle V_4^2\rangle/(3\omega)$.

To find the average, let $\sigma^2=1/(2m\omega)$ be the variance of each coordinate in the ground state. The products of different terms in (24) are odd in some coordinate and average to zero. The first two terms give $4\sigma^6$ each. For the third, each square such as $x^2$ has variance $3\sigma^4-\sigma^4=2\sigma^4$, so $\langle(x^2+y^2-2z^2)^2\rangle=(2+2+8)\sigma^4$, and the term gives $12\sigma^6$. The exchanged terms double the sum to $40\sigma^6$. Therefore

$$
E_8=-\frac1{3\omega}\,\frac{9q^4}{4R^8}\,\frac{40}{(2m\omega)^3}=-\frac{15}{4}\,\frac{q^4}{m^3\omega^4R^8}=-\frac{15}{4}\,\frac{\alpha^2}{mR^8}.
\tag{25}
$$

No other contribution of order $R^{-8}$ cancels it. The Coulomb energy obeys Laplace's equation in each displacement separately, so each of its mixed terms carries a definite, nonzero angular momentum on each oscillator. All first-order energies of the multipole series then vanish. The uncut interaction (3) still has a first-order energy from the overlap of the Gaussian charge clouds. A Gaussian displacement with standard deviation $\sigma_s$ per axis gives $\langle1/|\mathbf R+\mathbf s|\rangle=\mathrm{erf}\left(R/\sqrt2\sigma_s\right)/R$, with $\sigma_s=\sigma$ for one displacement and $\sqrt2\sigma$ for $\mathbf r_2-\mathbf r_1$. The first-order energy is therefore $(q^2/R)\left[2\,\mathrm{erfc}\left(R/\sqrt2\sigma\right)-\mathrm{erfc}\left(R/2\sigma\right)\right]$. It falls faster than any power of $1/R$ and does not affect (25). The $R^{-5}$ coupling could combine with (5) at second order, but its terms carry angular momenta $(1,3)$, $(2,2)$ or $(3,1)$, which are orthogonal to the $(1,1)$ of the dipole coupling. Third-order energies start at $R^{-9}$ or beyond.

The $R^{-12}$ term in (2) is thus the second term of the dipole model, but not of the Coulomb interaction between the same oscillators, where $R^{-8}$ comes first.

## A numerical example

Take round model parameters $\alpha=10$ bohr³, $\omega=0.5$ hartree and $m=1$ electron mass. Then $q^2=\alpha m\omega^2=2.5$. At $R=6$ bohr, $a=10/216=0.046296$, and (10) gives, in hartree,

$$
0.476290,\quad 0.488289\ (\text{twice}),\quad 0.511443\ (\text{twice}),\quad 0.522636 .
$$

Their sum is $2.99839$. Half of it, less $3\omega=1.5$, is $-8.05\times10^{-4}$ hartree, or $-21.9$ meV. The leading term is $-0.75\times0.5\times0.046296^2=-8.04\times10^{-4}$ hartree, and the $R^{-12}$ term adds $-1.6\times10^{-6}$ hartree.

The next table gives the closed form (1) and the percentage of it recovered by one and by two terms of (2).

| $R$ (bohr) | $E$ (hartree) | one term | two terms |
|---|---|---|---|
| 3 | $-6.080\times10^{-2}$ | 84.6 | 95.5 |
| 4 | $-9.375\times10^{-3}$ | 97.7 | 99.9 |
| 6 | $-8.054\times10^{-4}$ | 99.8 | 100.0 |
| 8 | $-1.431\times10^{-4}$ | 100.0 | 100.0 |

At 3 bohr, $2a=20/27=0.74$ is not small, and the longitudinal part of (13) converges slowly.

The critical distance is $20^{1/3}=2.714$ bohr, where the energy tends to $0.5\,(1.2247+1.4142-3)=-0.1805$ hartree. The polarizability (21) is 22.0 bohr³ at 6 bohr and 77.1 bohr³ at 3 bohr, against 20 bohr³ for two uncoupled oscillators. At $0.9R_c$ a number-state calculation for the $z$ axis does not settle: with 12, 18 and 24 levels per oscillator the lowest energy is $-1.8$, $-3.5$ and $-5.4$ hartree, as expected from (22).

At large distance the neglected Coulomb term sets the accuracy of these energies. Equation (25) gives $-375/6^8=-2.23\times10^{-4}$ hartree at 6 bohr. That is 28 % of the leading term and 138 times the $R^{-12}$ term. Even the first-order overlap energy, $-9.2\times10^{-6}$ hartree at 6 bohr, is almost six times the $R^{-12}$ term. The closed form is therefore far more precise as a solution of the dipole model than as an energy of the Coulomb-coupled pair. At shorter distance (25) is no longer a small correction: it is 62.5 % of the leading term at 4 bohr and 111 % at 3 bohr. The expansion (4) is itself unjustified there, since even in an isolated oscillator the root-mean-square displacement per axis is 1.0 bohr, which is not small against these distances. With the present parameters the ground state of (3) also changes character well outside $R_c$. Place each mobile charge in the hydrogen-like ground state around the foreign fixed charge. Kinetic energy and attraction give $-mq^4/2$ for each charge, each spring gives $\frac12m\omega^2\left[R^2+3/(mq^2)^2\right]$, and each of the two repulsions is at most $q^2/R$. The energy of this state, less $3\omega$, is at most $-0.38$ hartree at 5 bohr, $-2.38$ at 4 bohr and $-3.71$ at 3 bohr, far below the values of (1). The entries of the table at 3 and 4 bohr thus describe the dipole model only.

The numerical check checks the coupling, the modes, the series coefficients, the instability and the $R^{-8}$ coefficient numerically.

## Numbers as computed

```
Model: two Drude oscillators, atomic units
polarizability alpha = 10.0 bohr^3
frequency w = 0.50 hartree
mass m = 1.0 electron masses
squared charge q^2 = 2.500 e^2
rms displacement per axis, isolated = 1.0000 bohr
Series coefficients from perturbation recursion, units of w
  coefficient of a^2 = -0.75000000
  coefficient of a^4 = -0.70312500
  coefficient of a^6 = -1.35351563
Example distance R = 6.0 bohr, a = 0.046296
  longitudinal in-phase: 0.476290 hartree
  transverse out-of-phase (two): 0.488289 hartree
  transverse in-phase (two): 0.511443 hartree
  longitudinal out-of-phase: 0.522636 hartree
Energies in hartree: closed form | R^-6 term | R^-6 plus R^-12
  R = 3 bohr: -6.080327e-02 | -5.144033e-02 | -5.805560e-02
    share of closed form: 84.601 % | 95.481 %
  R = 4 bohr: -9.375314e-03 | -9.155273e-03 | -9.364821e-03
    share of closed form: 97.653 % | 99.888 %
  R = 6 bohr: -8.053769e-04 | -8.037551e-04 | -8.053702e-04
    share of closed form: 99.799 % | 99.999 %
  R = 8 bohr: -1.431023e-04 | -1.430511e-04 | -1.431023e-04
    share of closed form: 99.964 % | 100.000 %
closed-form energy at 6 bohr = -21.9154 meV
R^-12 term at 6 bohr = -1.6151e-06 hartree
C8 from next Coulomb term = 375.000 hartree bohr^8
omitted R^-8 energy at 6 bohr = -2.2327e-04 hartree
ratio of R^-8 to R^-12 energy at 6 bohr = 138.2
critical distance, numerical root = 2.714418 bohr
critical distance, (2 alpha)^(1/3) = 2.714418 bohr
energy at critical distance = -0.180521 hartree
force ratio for gap 1e-6 R_c against 1e-4 R_c = 10.020
pair polarizability along z at 6 bohr = 22.0408 bohr^3
pair polarizability along z at 3 bohr = 77.1429 bohr^3
Lowest z-axis energy at 0.9 R_c = 2.4430 bohr, by basis size
  12 levels per oscillator: -1.7668 hartree
  18 levels per oscillator: -3.5305 hartree
  24 levels per oscillator: -5.3926 hartree
```
